# Does a ballistic wire have zero two-terminal resistance?

**Question**

I am trying to understand very short metal interconnects. Ohm's law says $R=\rho L/A$, and $\rho$ comes from scattering. If the wire is so short that electrons cross it without scattering, I would put $\rho=0$ and conclude that a voltage source connected to its two ends sees no resistance. Is that right? If some resistance remains, what limits the current, where does the voltage drop, and where does the heat go? And does any of this matter for a metal wire 10 nm wide?

**Answer**

The conclusion does not follow. Removing the scattering removes the voltage drop inside the wire, but a source connected to two reservoirs also has to push current through the entrance and exit of a conductor with a finite number of channels. To see what this costs, count the current.

**The current in one channel**

Let the wire join two large reservoirs with electrochemical potentials $\mu_1$ and $\mu_2$, where $\mu_1-\mu_2=eV$ and $e>0$. I count electron flow from 1 to 2 as positive. Assume that electrons leaving the wire enter a reservoir without reflection, that there is no magnetic field, and that interactions enter only through a mean potential.

The transverse motion in the wire is quantized. Each transverse state whose band reaches the Fermi energy with a real wavenumber $k$ along the wire is a propagating mode. Without scattering, right-movers come from reservoir 1 and have its Fermi occupation $f_1$; left-movers come from reservoir 2 and have $f_2$.

Per unit length, one mode has $2\,dk/2\pi$ states in $dk$, the 2 being for spin. Each carries charge of magnitude $e$ at speed $v=(1/\hbar)\,dE/dk$. Subtracting the two flows gives

$$I=2e\int_{k>0}\frac{dk}{2\pi}\,v\,(f_1-f_2).$$

Since $v\,dk=dE/\hbar$ and $2\pi\hbar=h$,

$$I=\frac{2e}{h}\int dE\,(f_1-f_2)=\frac{2e}{h}(\mu_1-\mu_2)=\frac{2e^2}{h}V.$$

The energy integral is easiest at zero temperature, where $f_1-f_2$ equals 1 between $\mu_2$ and $\mu_1$ and 0 elsewhere. At finite temperature its value is the same, provided the band edges lie many $k_BT$ away: raising $\mu_1$ then shifts the step in $f_1$ without changing its shape.

The speed has cancelled. Faster electrons carry more current each, but there are fewer of them per unit energy. The numerical output below includes a non-parabolic band at two fillings whose Fermi velocities differ by a factor of 1.21; both give a conductance of $2e^2/h$.

With $M$ open modes, and $M$ constant over the bias and thermal window, the currents add:

$$G=\frac{2e^2}{h}M,\qquad R_c=\frac{h}{2e^2M}\approx\frac{12.9\ \text{k}\Omega}{M}.$$

There is no length in this result. The resistance tends to zero as $M\to\infty$, but not as $L\to0$ at fixed $M$.

**Could better contacts remove it?**

Suppose the leads have many more modes than the wire. Let the matrix $t$ turn incoming amplitudes on the left into outgoing amplitudes on the right, normalized to unit flux. The conductance is then $(2e^2/h)T$, with $T=\mathrm{Tr}\,t^\dagger t$.

Two facts bound $T$:

- With nothing incoming from the right, the transmitted wave is fixed by the $M$ right-moving amplitudes in the narrow section. So $t$ has rank at most $M$, and $t^\dagger t$ has at most $M$ nonzero eigenvalues. This neglects tunnelling through closed modes, which decays with the length of the section.
- Flux conservation reads $t^\dagger t+r^\dagger r=1$, where $r$ is the reflection matrix. Since $r^\dagger r$ has no negative eigenvalues, no eigenvalue of $t^\dagger t$ exceeds 1.

Hence $T\le M$ when the narrow section is long enough to suppress that tunnelling. Good contacts can then reach this limit but cannot pass it. In a very short constriction tunnelling can lift $T$ above $M$, but never above the number of modes in the leads, so some resistance still remains.

A lattice calculation shows both situations. Its leads have 13 modes and its channel has 3. With smooth tapers, $T=3.0000$ for all four channel lengths, so the resistance is $12906/3\approx4302\ \Omega$ each time. Of the 13 incoming modes' worth of flux, 10 are turned back, although the channel contains no scatterer.

With abrupt junctions, $T$ depends on length, ranging from 2.66 to 2.96 over the four lengths computed. The lowest of these values gives about 4.85 kΩ. Such a length dependence is what interference between two reflecting ends would produce, though the calculation does not isolate that cause.

**Where the voltage drops**

Inside the wire the electrons are not in equilibrium, but we can ask which equilibrium level $\mu_{\rm loc}$ would give the same density. Let $N(\mu)$ be the equilibrium density at level $\mu$, for the band position set by the mean potential. Half the states move right and half move left, so with $\bar\mu=(\mu_1+\mu_2)/2$,

$$N(\mu_{\rm loc})=\tfrac12\left[N(\bar\mu+\tfrac{eV}{2})+N(\bar\mu-\tfrac{eV}{2})\right].$$

Expand both sides. On the right the terms linear in $V$ cancel, leaving $N(\bar\mu)+\tfrac18(eV)^2N''(\bar\mu)$. The left side is $N(\bar\mu)+N'(\bar\mu)(\mu_{\rm loc}-\bar\mu)$ to the same order. Therefore

$$\mu_{\rm loc}=\bar\mu+\frac{(eV)^2}{8}\frac{N''(\bar\mu)}{N'(\bar\mu)}+\dots$$

To first order in the bias, the level sits halfway between the reservoirs all along the uniform wire. Half the voltage drops at each contact and none inside. In the one-mode example at 10 mV, the source contact takes a share of 0.50065, and halving the bias reduces the offset from the mean level fourfold, as the quadratic term requires.

This is the true content of "zero resistance". Ideal voltage probes that do not disturb the wire, and that sense right- and left-movers equally, would find no difference between two points inside it. The two-terminal measurement includes the contacts.

**Where the heat goes**

An electron that leaves reservoir 1 at energy $E$ is replaced by the external circuit at $\mu_1$. After relaxation, the reservoir has gained heat $\mu_1-E$. The electron arrives in reservoir 2 and gives up $E-\mu_2$. The heating rates are

$$P_1=\frac{2M}{h}\int dE\,(\mu_1-E)(f_1-f_2),\qquad P_2=\frac{2M}{h}\int dE\,(E-\mu_2)(f_1-f_2).$$

In the sum, $E$ cancels:

$$P_1+P_2=\frac{2M}{h}\,eV\int dE\,(f_1-f_2)=\frac{2M}{h}(eV)^2=IV.$$

So the reservoirs account for all the electrical power. To find the split, write $\mu_1-E=eV/2-(E-\bar\mu)$ and $E-\mu_2=eV/2+(E-\bar\mu)$. The difference $f_1-f_2$ is even about $\bar\mu$, because a Fermi function satisfies $F(-u)=1-F(u)$. The terms with $E-\bar\mu$ integrate to zero, and $P_1=P_2=IV/2$. The equal split relies on $M$ being constant across the window.

**Adding scattering inside**

Ohm's law should return for a long wire. Let an electron have probability $dx/\lambda$ of being reversed in a length $dx$, with the same $\lambda$ for every mode, no energy exchange, and no interference between successive reflections. Call the occupations of right- and left-movers $p(x)$ and $q(x)$, on a scale where reservoir 1 supplies 1 and reservoir 2 supplies 0.

Right-movers are lost at a rate $p/\lambda$ per length and gained from reversed left-movers at $q/\lambda$. Left-movers obey the same balance along their own direction, $-x$. Thus

$$\frac{dp}{dx}=-\frac{p-q}{\lambda},\qquad -\frac{dq}{dx}=\frac{p-q}{\lambda}.$$

The two derivatives are equal, so $p-q$ is constant. At the far end $q(L)=0$ and $p(L)=T_1$, the transmission per mode; hence $p-q=T_1$ everywhere. Integrating from $p(0)=1$,

$$p(L)=1-\frac{T_1L}{\lambda}=T_1\quad\Rightarrow\quad T_1=\frac{\lambda}{\lambda+L}.$$

Dividing $R_c$ by $T_1$ gives

$$R=R_c\left(1+\frac{L}{\lambda}\right)=R_c+R_c\frac{L}{\lambda}.$$

The second term is the ordinary resistance, proportional to length. The first survives when $L\to0$.

The local level, to first order in bias, is $(p+q)/2$. At the left end $q(0)=1-T_1$, so the level is $1-T_1/2$; at the right end it is $T_1/2$. The interior therefore takes the share $1-T_1=L/(L+\lambda)$ of the voltage, and each contact takes $T_1/2$.

**A 10 nm wire**

Take a free-electron model metal with $k_F=12\ \text{nm}^{-1}$ and a square wire of side $w$ with hard walls. The transverse wavenumbers are $\pi a/w$ and $\pi b/w$, with $a,b=1,2,\dots$ A mode propagates if some of the Fermi energy is left for motion along the wire:

$$a^2+b^2<r^2,\qquad r=\frac{k_Fw}{\pi}.$$

A full disc of radius $r$ contains about $\pi r^2$ integer points. These are $4M$ points off the axes, $4\lfloor r\rfloor$ on the axes, and the origin. Replacing $\lfloor r\rfloor$ by its average, $r-\tfrac12$, gives

$$M\approx\frac{\pi r^2-4(r-\frac12)-1}{4}=\frac{k_F^2w^2}{4\pi}-\frac{k_Fw}{\pi}+\frac14.$$

For $w=10$ nm this is $1145.9-38.2+0.25\approx1108$. Direct counting gives $M=1107$; the small difference comes from replacing exact numbers of lattice points, in the disc and on the axes, by smooth averages. Then

$$R_c=\frac{12906.4\ \Omega}{1107}=11.66\ \Omega.$$

At 1 mV the scattering-free wire carries $1\ \text{mV}/11.66\ \Omega=85.8\ \mu\text{A}$. The total power is 85.8 nW. The current density, about $9\times10^7$ A/cm², is well above what interconnects are designed to carry continuously; the bias is chosen only for round numbers. At a few kelvin each reservoir receives half of it, 42.9 nW: the nearest mode edges lie about 4 meV from the Fermi energy, so $M$ is constant across the window. At room temperature $k_BT\approx26$ meV and the window covers many mode edges. The current hardly changes, but more modes are open above $\bar\mu$ than below, so the electrons also carry heat from reservoir 1 to reservoir 2. This Peltier heat grows as $V$, while $IV$ grows as $V^2$; at a bias as small as 1 mV it makes the split very unequal, though the sum is still $IV$. A true zero resistance would allow a current with no voltage at all.

Size matters strongly. For sides of 2, 5 and 20 nm, $R_c$ is 331, 48.7 and 2.86 Ω. From 2 to 20 nm the area grows 100 times, but $R_c$ falls about 116 times, because the negative perimeter term removes a larger fraction of the modes from the thinner wire.

Now choose $\lambda=40$ nm for the 10 nm wire. This corresponds to $\rho=R_cA/\lambda=2.9\ \mu\Omega\,$cm, close to a bulk value, so it assumes walls that add little scattering:

- At $L=10$ nm, the interior adds $11.66\times10/40=2.9\ \Omega$, for a total of 14.6 Ω. The contacts take 80% of the voltage.
- At $L=40$ nm, interior and contacts contribute 11.7 Ω each, for a total of 23.3 Ω.
- At $L=400$ nm, the interior contributes 116.6 Ω out of 128.2 Ω. The contact share is down to about 9%.

With this $\lambda$, using $\rho L/A$ alone would miss most of the resistance of the shortest wire and about a tenth of that of the longest. Rough walls shorten $\lambda$ in so thin a wire and reduce the contact share $\lambda/(\lambda+L)$: for $\lambda=13$ nm it is about 57% at 10 nm and 3% at 400 nm.

The scattering law was tested by solving for the flows through 800 separate reflection events. At 400 nm this gives $T_1=0.0899$, against 0.0909 from the formula. The 1% difference comes from the finite spacing: each event reflects with probability $s=0.5/40=0.0125$, and the constant net flow $T_1$ requires an occupation drop of $sT_1/(1-s)$ per event, instead of the continuum value $sT_1$.

These ohm values belong to the model. A real interconnect also has material interfaces, barrier layers, rough walls and grain boundaries, it usually ends in vias or other narrow lines rather than wide reservoirs, and its modes need not share one $\lambda$. At room temperature part of the scattering is by phonons, which take up energy, so a wire longer than the energy-relaxation length is heated inside and not only at its ends. Reflection at the contacts raises the resistance above $R_c$. Where interference between reflections matters, as it may with abrupt junctions, the simple sum $R_c(1+L/\lambda)$ is not reliable.

## Computed results

```
Conductance quantum 2e^2/h = 77.481 microsiemens
Resistance of one open mode = 12906.4 ohm
One-mode test: temperature 300 K, bias 10 mV
 Fermi level 0.7 eV: G/(2e^2/h) = 1.000000, heat shares source 0.5000, drain 0.5000
 Fermi level 2.0 eV: G/(2e^2/h) = 1.000000, heat shares source 0.5000, drain 0.5000
 Ratio of the two Fermi velocities = 1.213
 Share of bias dropped at the source contact = 0.50065
 Offset from mean level, full bias / half bias = 4.000
Lattice test: modes in wide leads 13, in channel 3
 Channel of 20 sites: T smooth contacts 3.0000, abrupt contacts 2.6596
 Channel of 30 sites: T smooth contacts 3.0000, abrupt contacts 2.7756
 Channel of 40 sites: T smooth contacts 3.0000, abrupt contacts 2.9618
 Channel of 80 sites: T smooth contacts 3.0000, abrupt contacts 2.9551
Model metal: kF = 12 1/nm
 Side 2 nm: M = 39, area-perimeter estimate 38.4, R_c = 330.933 ohm
 Side 5 nm: M = 265, area-perimeter estimate 267.6, R_c = 48.703 ohm
 Side 10 nm: M = 1107, area-perimeter estimate 1108.0, R_c = 11.659 ohm
 Side 20 nm: M = 4506, area-perimeter estimate 4507.5, R_c = 2.864 ohm
Side 10 nm, ballistic, bias 1 mV: current 85.77 microampere
 Total heat 85.77 nW, per reservoir 42.89 nW
Side 10 nm with backscattering length 40 nm:
 L = 10 nm: T per mode solved 0.7999, formula 0.8000
  interior share of bias 0.2001, each contact 0.4000
  R interior 2.915 ohm, R total 14.574 ohm
 L = 40 nm: T per mode solved 0.4997, formula 0.5000
  interior share of bias 0.5003, each contact 0.2498
  R interior 11.659 ohm, R total 23.318 ohm
 L = 400 nm: T per mode solved 0.0899, formula 0.0909
  interior share of bias 0.9101, each contact 0.0449
  R interior 116.589 ohm, R total 128.248 ohm
```
